# Thermoreflectance of a bare half-space with coaxial Gaussian beams: a program that tests the result

```python
"""
Result under test: thermoreflectance signal of a bare isotropic half-space,
  Theta = P / (sqrt(2 pi) kappa W) * F(x),   F(x) = exp(x) erfc(sqrt(x)),
  x = i omega W^2 / (8 D),   W^2 = w_pump^2 + w_probe^2.
P: absorbed power amplitude, time factor exp(+i omega t); kappa: conductivity;
C: heat capacity per volume; D = kappa/C; w: 1/e^2 intensity radii.
Theta: surface temperature amplitude averaged over the probe intensity.
SI units inside; the finite-volume check uses micrometres and kappa = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, wofz

# Rough typical values for fcc lead near room temperature
kappa, heat_capacity, temperature = 35.0, 1.45e6, 300.0
D = kappa / heat_capacity
w_pump, w_probe = 4e-6, 3e-6
W = np.hypot(w_pump, w_probe)
power = 1e-3
optical_depth = 15e-9
kappa_air = 0.026
kappa_slope = 4e-4            # fractional fall of kappa per kelvin
coupling = 5e16               # electron-lattice coupling, W/(m^3 K)
bulk_modulus, poisson, expansion = 46e9, 0.44, 29e-6
lattice_constant, valence = 4.95e-10, 4


def F(x):
    """exp(x) erfc(sqrt(x)) without overflow."""
    return wofz(1j * np.sqrt(x + 0j))


def x_of(omega):
    return 1j * omega * W**2 / (8 * D)


def closed_signal(omega):
    return power / (np.sqrt(2 * np.pi) * kappa * W) * F(x_of(omega))


def complex_quad(func, upper):
    parts = [quad(lambda t: part(func(t)), 0, upper, epsabs=0,
                  epsrel=1e-9, limit=300)[0] for part in (np.real, np.imag)]
    return parts[0] + 1j * parts[1]


def hankel_signal(omega, depth=0.0):
    """Hankel integral; depth > 0 spreads heating and probing below surface."""
    def integrand(u):
        q = np.sqrt((u / W)**2 + 1j * omega / D)
        spread = (1 + q * depth / 2) / (1 + q * depth)**2
        return u * np.exp(-u**2 / 8) * spread / (kappa * q)
    return power / (2 * np.pi * W**2) * complex_quad(integrand, 25.0)


def phase(y):
    return np.angle(F(1j * y))


def sensitivity(y):
    """d phase / d ln D, radians."""
    x = 1j * y
    return (np.sqrt(x / np.pi) / F(x)).imag - y


def D_from_phase(phi, omega):
    log_y = brentq(lambda s: phase(np.exp(s)) - phi, -12, 8, xtol=1e-12)
    return omega * W**2 / (8 * np.exp(log_y))


def finite_volume_signal(omega, n=140, size=40.0, stretch=4.0):
    """kappa*Theta/P in 1/um from the axisymmetric heat equation itself."""
    edge = size * np.sinh(stretch * np.linspace(0, 1, n + 1)) / np.sinh(stretch)
    width = np.diff(edge)
    centre = (edge[1:] + edge[:-1]) / 2
    area = np.pi * np.diff(edge**2)

    def exchange(g):
        main = np.zeros(n)
        main[:-1] += g
        main[1:] += g
        return diags([-g, main, -g], [-1, 0, 1])

    radial = exchange(2 * np.pi * edge[1:-1] / np.diff(centre))
    vertical = exchange(1 / np.diff(centre))
    storage = 1j * omega / (D * 1e12)
    matrix = (kron(radial, diags(width)) + kron(diags(area), vertical)
              + storage * kron(diags(area), diags(width))).tocsc()

    def ring_share(w_um):
        return -np.diff(np.exp(-2 * edge**2 / w_um**2))

    heat = ring_share(w_pump * 1e6)
    source = np.zeros((n, n), complex)
    source[:, 0] = heat
    field = spsolve(matrix, source.ravel()).reshape(n, n)
    surface = field[:, 0] + heat / area * width[0] / 2
    return np.sum(ring_share(w_probe * 1e6) * surface)


# Whole chain against the heat equation
omega_main = 2 * np.pi * 1e6
fv = finite_volume_signal(omega_main) * 1e6 * power / kappa
main = closed_signal(omega_main)
fv_difference = abs(fv / main - 1)
assert fv_difference < 2e-3

# Hankel transform of the normalized Gaussian, lengths in units of its radius
for k in (0.5, 2.0, 4.0):
    direct = quad(lambda r: 4 * r * np.exp(-2 * r * r) * j0(k * r), 0, 7)[0]
    assert abs(direct - np.exp(-k * k / 8)) < 1e-8

# Closed form against the Hankel and the real-space integrals
for frequency in (1e4, 1e5, 1e6, 1e7, 1e8):
    omega = 2 * np.pi * frequency
    target = closed_signal(omega)
    assert abs(hankel_signal(omega) / target - 1) < 1e-6
    q0 = np.sqrt(1j * omega / D)
    real_space = (2 * power / (np.pi * kappa * W)
                  * complex_quad(lambda s: np.exp(-2 * s * s - q0 * W * s), 6.0))
    assert abs(real_space / target - 1) < 1e-6

# Low- and high-frequency limits, and the plane-heating limit
x_low, x_high = 1e-3j, 1e3j
assert abs(F(x_low) - (1 - 2 * np.sqrt(x_low / np.pi) + x_low)) < 1e-3**1.5
assert abs(F(x_high) * np.sqrt(np.pi * x_high) - 1 + 1 / (2 * x_high)) < 1e-6
omega_high = 1e3 * 8 * D / W**2
plane = 2 * power / (np.pi * W**2 * kappa * np.sqrt(1j * omega_high / D))
assert abs(hankel_signal(omega_high) / plane - 1) < 1e-3

# Phase: monotonic on the grid, within its limits, and its sensitivity
grid_phase = phase(np.logspace(-6, 3, 2000))
assert np.all(np.diff(grid_phase) < 0)
assert grid_phase[0] < 0 and grid_phase[-1] > -np.pi / 4
for y in (0.01, 0.8, 20.0):
    step = 1e-4
    slope = (phase(y * np.exp(-step)) - phase(y * np.exp(step))) / (2 * step)
    assert abs(slope - sensitivity(y)) < 1e-6

# Inversion of a phase obtained by quadrature
recovered = D_from_phase(np.angle(hankel_signal(omega_main)), omega_main)
assert abs(recovered / D - 1) < 1e-5

# Optical-depth factor against a one-dimensional solution (depth = kappa = 1)
q_test = 0.35 + 0.2j
z_edge = np.linspace(0, 60, 6001)
dz = z_edge[1]
share = -np.diff(np.exp(-z_edge))
band = np.zeros((3, share.size), complex)
band[0, 1:] = band[2, :-1] = -1 / dz
band[1] = 2 / dz + q_test**2 * dz
band[1, 0] -= 1 / dz
band[1, -1] -= 1 / dz
numeric = np.sum(share * solve_banded((1, 1), band, share.astype(complex)))
formula = (1 + q_test / 2) / (q_test * (1 + q_test)**2)
assert abs(numeric / formula - 1) < 1e-4

# Steady rise at the spot centre, from the point-source field
centre_rise = power / (np.sqrt(2 * np.pi) * kappa * w_pump)
centre_direct = 2 * power / (np.pi * w_pump * kappa) * quad(
    lambda s: np.exp(-2 * s * s), 0, 6)[0]
assert abs(centre_direct / centre_rise - 1) < 1e-8

# Thermoelastic sizes: strain per kelvin for plane heating, free surface
p_wave_modulus = 3 * bulk_modulus * (1 - poisson) / (1 + poisson)
plane_dilatation = 3 * bulk_modulus * expansion / p_wave_modulus
young = 3 * bulk_modulus * (1 - 2 * poisson)
hooke = np.array([[(1 - poisson) / young, 0], [2 * poisson / young, 1]])
lateral_stress, normal_strain = np.linalg.solve(hooke, [-expansion, expansion])
assert abs(normal_strain / plane_dilatation - 1) < 1e-10
latent = 3 * bulk_modulus * expansion * temperature
span = latent * 3 * expansion / heat_capacity
plane_change = latent * (3 * expansion - plane_dilatation) / heat_capacity

# Free-electron mean free path that carries the stated conductivity
density = 4 * valence / lattice_constant**3
fermi_speed = const.hbar * (3 * np.pi**2 * density)**(1 / 3) / const.m_e
relaxation = (3 * const.m_e * kappa
              / (np.pi**2 * density * const.k**2 * temperature))
mean_free_path = fermi_speed * relaxation

best = minimize_scalar(lambda s: -sensitivity(np.exp(s)), bounds=(-6, 4),
                       method="bounded", options={"xatol": 1e-8})
y_best = np.exp(best.x)
f_best = y_best * 8 * D / W**2 / (2 * np.pi)
y_main = abs(x_of(omega_main))
thermal_length = np.sqrt(2 * D / omega_main)
steady = power / (np.sqrt(2 * np.pi) * kappa * W)
F_main = F(x_of(omega_main))

print("INPUT: fcc-Pb, rough typical values")
print(f"conductivity            {kappa:.1f} W/(m K)")
print(f"heat capacity           {heat_capacity/1e6:.2f} MJ/(m^3 K)")
print(f"temperature             {temperature:.0f} K")
print(f"diffusivity D           {D*1e6:.3f} mm^2/s")
print(f"pump, probe radius      {w_pump*1e6:.1f}, {w_probe*1e6:.1f} um")
print(f"combined radius W       {W*1e6:.2f} um")
print(f"absorbed amplitude P    {power*1e3:.2f} mW")
print("RESULT AT 1 MHz")
print(f"|x|                     {y_main:.4f}")
print(f"F(x) real, imaginary    {F_main.real:.5f}, {F_main.imag:.5f}")
print(f"steady prefactor        {steady:.4f} K")
print(f"signal amplitude        {abs(main):.4f} K")
print(f"signal phase            {np.degrees(np.angle(main)):.3f} deg")
print(f"finite-volume amplitude {abs(fv):.4f} K")
print(f"finite-volume phase     {np.degrees(np.angle(fv)):.3f} deg")
print(f"relative difference     {fv_difference:.1e}")
print(f"thermal length          {thermal_length*1e6:.3f} um")
print("TABLE: last column = phase shift from optical depth")
print("f/MHz    |x|      ampl/K   phase/deg  shift/deg")
for frequency in (1e4, 1e5, 1e6, 1e7, 1e8):
    omega = 2 * np.pi * frequency
    ideal = closed_signal(omega)
    shift = np.degrees(np.angle(hankel_signal(omega, optical_depth) / ideal))
    print(f"{frequency/1e6:<8.2f} {abs(x_of(omega)):<8.4f} {abs(ideal):<8.4f} "
          f"{np.degrees(np.angle(ideal)):<10.3f} {shift:.3f}")
print("SENSITIVITY OF PHASE TO ln D")
print(f"at 1 MHz                {np.degrees(sensitivity(y_main)):.3f} deg")
print(f"largest value           {np.degrees(sensitivity(y_best)):.3f} deg")
print(f"reached at |x|          {y_best:.3f}")
print(f"reached at frequency    {f_best/1e6:.3f} MHz")
print(f"D error per 0.1 deg     "
      f"{100*np.radians(0.1)/sensitivity(y_main):.2f} % at 1 MHz")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"optical depth           {optical_depth*1e9:.0f} nm")
for frequency in (1e5, 1e6):
    omega = 2 * np.pi * frequency
    false_D = D_from_phase(np.angle(hankel_signal(omega, optical_depth)), omega)
    print(f"false D change, {frequency/1e6:.1f} MHz {100*(false_D/D-1):.2f} %")
print(f"air conductivity        {kappa_air:.3f} W/(m K)")
print(f"air/solid conductivity  {100*kappa_air/kappa:.3f} %")
print(f"steady centre rise      {centre_rise:.3f} K at mean power P")
print(f"kappa fall per kelvin   {100*kappa_slope:.3f} %")
print(f"kappa fall from heating {100*kappa_slope*centre_rise:.3f} %")
print(f"electron free path      {mean_free_path*1e9:.2f} nm")
print(f"free path/thermal length {100*mean_free_path/thermal_length:.3f} %")
print(f"electron-lattice coupling {coupling:.1e} W/(m^3 K)")
print(f"electron-lattice lag    "
      f"{100*omega_main*heat_capacity/coupling:.3f} % at 1 MHz")
print(f"bulk modulus, Poisson   {bulk_modulus/1e9:.0f} GPa, {poisson:.2f}")
print(f"linear expansion        {expansion*1e6:.0f} ppm/K")
print(f"free-to-clamped C span  {100*span:.2f} %")
print(f"C fall, plane heating   {100*plane_change:.2f} %")
print("checks complete")
```

Running it gives:

```
INPUT: fcc-Pb, rough typical values
conductivity            35.0 W/(m K)
heat capacity           1.45 MJ/(m^3 K)
temperature             300 K
diffusivity D           24.138 mm^2/s
pump, probe radius      4.0, 3.0 um
combined radius W       5.00 um
absorbed amplitude P    1.00 mW
RESULT AT 1 MHz
|x|                     0.8134
F(x) real, imaginary    0.45063, -0.23274
steady prefactor        2.2797 K
signal amplitude        1.1562 K
signal phase            -27.315 deg
finite-volume amplitude 1.1562 K
finite-volume phase     -27.314 deg
relative difference     1.8e-05
thermal length          2.772 um
TABLE: last column = phase shift from optical depth
f/MHz    |x|      ampl/K   phase/deg  shift/deg
0.01     0.0081   2.1215   -3.957     -0.030
0.10     0.0813   1.8185   -11.441    -0.102
1.00     0.8134   1.1562   -27.315    -0.369
10.00    8.1345   0.4471   -41.614    -1.364
100.00   81.3448  0.1426   -44.648    -4.340
SENSITIVITY OF PHASE TO ln D
at 1 MHz                8.160 deg
largest value           8.160 deg
reached at |x|          0.798
reached at frequency    0.981 MHz
D error per 0.1 deg     1.23 % at 1 MHz
NEGLECTED EFFECTS (rough inputs)
optical depth           15 nm
false D change, 0.1 MHz -2.02 %
false D change, 1.0 MHz -4.42 %
air conductivity        0.026 W/(m K)
air/solid conductivity  0.074 %
steady centre rise      2.850 K at mean power P
kappa fall per kelvin   0.040 %
kappa fall from heating 0.114 %
electron free path      2.34 nm
free path/thermal length 0.084 %
electron-lattice coupling 5.0e+16 W/(m^3 K)
electron-lattice lag    0.018 % at 1 MHz
bulk modulus, Poisson   46 GPa, 0.44
linear expansion        29 ppm/K
free-to-clamped C span  7.20 %
C fall, plane heating   1.03 %
checks complete
```
